# Hyperfine branching and lifetimes for J' = 3/2 → J = 1/2: verification in Python

```python
"""
Result under test: for electric-dipole decay of an upper level J'=3/2 to a
lower level J=1/2 with nuclear spin I=3/2, the branching fractions are
    b(F'->1) = 3/8 - K'/6,   b(F'->2) = 5/8 + K'/6,
    K' = [F'(F'+1) - I(I+1) - J'(J'+1)]/2   (value of I.J' in level F'),
equal to (2J'+1)(2F+1){J J' 1; F' F I}^2, and the total decay rate is the
same for all F' and M' when the cube of the frequency is taken as common.
F', F: total angular momentum of upper and lower hyperfine levels.
The reference side uses explicit matrices built from Cartesian orbitals,
electron spin and nuclear spin, with no coupling coefficients.
"""
from fractions import Fraction
import numpy as np
from sympy import Rational
from sympy.physics.wigner import wigner_6j


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2, (raising - raising.T) / 2j,
            np.diag(m).astype(complex)]


def eigenspace(vector_operator, j):
    """Orthonormal columns spanning the states of total angular momentum j."""
    square = sum(a @ a for a in vector_operator)
    values, vectors = np.linalg.eigh(square)
    return vectors[:, np.abs(values - j * (j + 1)) < 1e-8]


def fine_level(orbital, j):
    """Basis of the level j and its angular momentum matrices."""
    n = orbital[0].shape[0]
    total = [np.kron(l, np.eye(2)) + np.kron(np.eye(n), s)
             for l, s in zip(orbital, spin_matrices(0.5))]
    basis = eigenspace(total, j)
    return basis, [basis.conj().T @ a @ basis for a in total]


# Orbital angular momentum for s, p (x, y, z) and d (traceless tensors)
levi = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[a, b, c], levi[a, c, b] = 1, -1
L_s = [np.zeros((1, 1), complex)] * 3
L_p = [-1j * levi[k] for k in range(3)]
tensors = [np.diag([1, -1, 0]) / np.sqrt(2), np.diag([-1, -1, 2]) / np.sqrt(6)]
for a, b in [(0, 1), (1, 2), (2, 0)]:
    t = np.zeros((3, 3))
    t[a, b] = t[b, a] = 1 / np.sqrt(2)
    tensors.append(t)
L_d = [np.array([[np.trace(u @ (l @ v - v @ l)) for v in tensors]
                 for u in tensors]) for l in L_p]
# Angular part of position x_k between orbitals, up to a common factor
x_sp = [np.eye(3)[k:k + 1] for k in range(3)]
x_pd = [np.array([t[:, k] for t in tensors]).T for k in range(3)]

nuclear = spin_matrices(1.5)
one_nuc = np.eye(4)
F_upper, F_lower = (0, 1, 2, 3), (1, 2)


def hyperfine_projectors(J, F_list):
    n = J[0].shape[0]
    total = [np.kron(a, one_nuc) + np.kron(np.eye(n), i)
             for a, i in zip(J, nuclear)]
    spaces = {F: eigenspace(total, F) for F in F_list}
    for F in F_list:
        assert spaces[F].shape[1] == 2 * F + 1
    return {F: v @ v.conj().T for F, v in spaces.items()}


def analyse(L_low, L_up, position):
    """Branching fractions and test quantities from explicit matrices."""
    V_low, J_low = fine_level(L_low, 0.5)
    V_up, J_up = fine_level(L_up, 1.5)
    D = [V_low.conj().T @ np.kron(x, np.eye(2)) @ V_up for x in position]
    mean_rate = sum(np.trace(d.conj().T @ d).real for d in D) / 4
    D = [d / np.sqrt(mean_rate) for d in D]
    # Transfer of electronic angular momentum from upper to lower level
    transfer = [sum(d.conj().T @ j @ d for d in D) for j in J_low]
    c = (sum(np.trace(t @ j) for t, j in zip(transfer, J_up))
         / sum(np.trace(j @ j) for j in J_up)).real
    transfer_error = max(np.abs(t - j / 3).max()
                         for t, j in zip(transfer, J_up))
    # Add the nucleus, on which the dipole operator does not act
    DN = [np.kron(d, one_nuc) for d in D]
    P_low = hyperfine_projectors(J_low, F_lower)
    P_up = hyperfine_projectors(J_up, F_upper)
    total = sum(d.conj().T @ d for d in DN)
    rate_error = np.abs(total - np.eye(16)).max()
    branching, block_error = {}, 0.0
    for F in F_lower:
        R = sum(d.conj().T @ P_low[F] @ d for d in DN)
        for Fu in F_upper:
            b = np.trace(R @ P_up[Fu]).real / (2 * Fu + 1)
            branching[Fu, F] = b
            block_error = max(block_error,
                              np.abs(R @ P_up[Fu] - b * P_up[Fu]).max())
    IJ_low = sum(np.kron(j, i) for j, i in zip(J_low, nuclear))
    IJ_up = sum(np.kron(j, i) for j, i in zip(J_up, nuclear))
    K_low = {F: np.trace(IJ_low @ P_low[F]).real / (2 * F + 1)
             for F in F_lower}
    K_up = {F: np.trace(IJ_up @ P_up[F]).real / (2 * F + 1) for F in F_upper}
    return branching, c, transfer_error, rate_error, block_error, K_low, K_up


def K_formula(F, J):
    I = Fraction(3, 2)
    return (F * (F + 1) - I * (I + 1) - J * (J + 1)) / 2


sp = analyse(L_s, L_p, x_sp)
pd = analyse(L_p, L_d, x_pd)

# Closed formula, exact 6j formula and both explicit atoms must agree
half, three_half = Rational(1, 2), Rational(3, 2)
closed = {}
for Fu in F_upper:
    K = K_formula(Fu, Fraction(3, 2))
    assert abs(float(K) - pd[6][Fu]) < 1e-10
    closed[Fu, 1] = Fraction(3, 8) - K / 6
    closed[Fu, 2] = Fraction(5, 8) + K / 6
    for F in F_lower:
        six_j = wigner_6j(half, three_half, 1, Fu, F, three_half)
        exact = 4 * (2 * F + 1) * six_j**2
        value = closed[Fu, F]
        assert exact == Rational(value.numerator, value.denominator)
        for case in (sp, pd):
            assert abs(case[0][Fu, F] - float(value)) < 1e-10
for F in F_lower:
    assert abs(float(K_formula(F, Fraction(1, 2))) - pd[5][F]) < 1e-10

# Same fraction for every M', and angular momentum transfer factor 1/3
for case in (sp, pd):
    assert case[4] < 1e-10
    assert case[2] < 1e-10
# Equal total rates: tested where the orbital sum alone does not ensure it
assert pd[3] < 1e-10

# Strengths summed over upper levels follow the lower degeneracies
strength_sum = {F: sum((2 * Fu + 1) * pd[0][Fu, F] for Fu in F_upper)
                for F in F_lower}
assert abs(strength_sum[1] / strength_sum[2] - 3 / 5) < 1e-10

# Worked example with round model parameters
tau = 25e-9
nu0, A_g, A_e = 4.0e14, 1.0e9, 0.1e9
gamma = 1 / tau
shift = {}
for Fu in F_upper:
    K = pd[6][Fu]
    full = sum(pd[0][Fu, F] * ((nu0 + A_e * K - A_g * pd[5][F]) / nu0)**3
               for F in F_lower)
    shift[Fu] = full - 1
    first_order = 3 * float(K_formula(Fu, Fraction(3, 2))) \
        * (A_e - A_g / 3) / nu0
    # neglected second-order terms are about 3*(1 GHz/400 THz)^2 = 2e-11
    assert abs(shift[Fu] - first_order) < 1e-10

print("Value of I.J in lower levels (units of hbar^2):")
for F in F_lower:
    print(f"  F={F}: {pd[5][F]:.4f}")
print("Value of I.J' in upper levels (units of hbar^2):")
for Fu in F_upper:
    print(f"  F'={Fu}: {pd[6][Fu]:.4f}")
print(f"Angular momentum transfer factor c (p1/2-d3/2): {pd[1]:.6f}")
print("Branching fractions: exact, s1/2-p3/2 matrices, p1/2-d3/2 matrices")
for Fu in F_upper:
    for F in F_lower:
        print(f"  F'={Fu} -> F={F}: {str(closed[Fu, F]):>4}"
              f"  {abs(sp[0][Fu, F]):.6f}  {abs(pd[0][Fu, F]):.6f}")
print(f"Largest deviation of total-rate matrix from identity: {pd[3]:.0e}")
print("Strengths (2F'+1)b summed over F':")
for F in F_lower:
    print(f"  into F={F}: {strength_sum[F]:.4f}")
print(f"Model lifetime: {tau * 1e9:.1f} ns")
print(f"Total decay rate: {gamma / 1e6:.2f} 10^6/s")
print(f"Natural linewidth Gamma/(2 pi): {gamma / (2e6 * np.pi):.3f} MHz")
print("Partial rates to F=1 and F=2 (10^6/s):")
for Fu in F_upper:
    r1, r2 = (abs(pd[0][Fu, F]) * gamma / 1e6 for F in F_lower)
    print(f"  F'={Fu}: {r1:.3f}  {r2:.3f}")
print(f"Model line frequency: {nu0 / 1e12:.0f} THz")
print(f"Model hyperfine constants A_g, A_e: {A_g/1e9:.1f}, {A_e/1e9:.1f} GHz")
print(f"Lower hyperfine splitting: {A_g * (pd[5][2] - pd[5][1]) / 1e9:.2f} GHz")
print("Frequency-cubed correction: relative rate (1e-6), lifetime change (ps)")
change = {Fu: tau * (1 / (1 + shift[Fu]) - 1) * 1e12 for Fu in F_upper}
for Fu in F_upper:
    print(f"  F'={Fu}: {shift[Fu] * 1e6:+.3f}  {change[Fu]:+.4f}")
spread = max(change.values()) - min(change.values())
print(f"Largest lifetime difference between F' levels: {spread:.4f} ps")
print("finished without a failed check")
```

Output:

```
Value of I.J in lower levels (units of hbar^2):
  F=1: -1.2500
  F=2: 0.7500
Value of I.J' in upper levels (units of hbar^2):
  F'=0: -3.7500
  F'=1: -2.7500
  F'=2: -0.7500
  F'=3: 2.2500
Angular momentum transfer factor c (p1/2-d3/2): 0.333333
Branching fractions: exact, s1/2-p3/2 matrices, p1/2-d3/2 matrices
  F'=0 -> F=1:    1  1.000000  1.000000
  F'=0 -> F=2:    0  0.000000  0.000000
  F'=1 -> F=1:  5/6  0.833333  0.833333
  F'=1 -> F=2:  1/6  0.166667  0.166667
  F'=2 -> F=1:  1/2  0.500000  0.500000
  F'=2 -> F=2:  1/2  0.500000  0.500000
  F'=3 -> F=1:    0  0.000000  0.000000
  F'=3 -> F=2:    1  1.000000  1.000000
Largest deviation of total-rate matrix from identity: 3e-16
Strengths (2F'+1)b summed over F':
  into F=1: 6.0000
  into F=2: 10.0000
Model lifetime: 25.0 ns
Total decay rate: 40.00 10^6/s
Natural linewidth Gamma/(2 pi): 6.366 MHz
Partial rates to F=1 and F=2 (10^6/s):
  F'=0: 40.000  0.000
  F'=1: 33.333  6.667
  F'=2: 20.000  20.000
  F'=3: 0.000  40.000
Model line frequency: 400 THz
Model hyperfine constants A_g, A_e: 1.0, 0.1 GHz
Lower hyperfine splitting: 2.00 GHz
Frequency-cubed correction: relative rate (1e-6), lifetime change (ps)
  F'=0: +6.563  -0.1641
  F'=1: +4.813  -0.1203
  F'=2: +1.313  -0.0328
  F'=3: -3.937  +0.0984
Largest lifetime difference between F' levels: 0.2625 ps
finished without a failed check
```
